# The finite group generated by the Dirac matrices and its representations

Let $\gamma^0,\gamma^1,\gamma^2,\gamma^3$ be complex $4\times4$ matrices obeying

$$\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2\eta^{\mu\nu}\,1,\qquad \eta=\mathrm{diag}(+1,-1,-1,-1).$$

Thus different $\gamma$'s anticommute, $(\gamma^0)^2=1$, and $(\gamma^i)^2=-1$ for $i=1,2,3$. For each subset $A$ of $\{0,1,2,3\}$ let $\Gamma_A$ be the product of the $\gamma^a$ with $a\in A$, in increasing order of the index, and let $\Gamma_\emptyset=1$. For example, $\Gamma_{02}=\gamma^0\gamma^2$. The number of elements of $A$ is $|A|$. Let $G$ be the group of all products of the $\gamma$'s and their inverses. Representations are taken over the complex numbers, have finite dimension, and are counted up to equivalence.

## (a) Products

**Find the rules for multiplying and for exchanging two of the $\Gamma_A$. What upper bound do they set on the order of $G$?**

*Solution.* Write $\Gamma_A\Gamma_B$ as a string of $\gamma$'s and sort it. Each pair $a\in A$, $b\in B$ with $a>b$ must be exchanged once, at the cost of a factor $-1$. Equal indices then stand side by side, and each such pair gives $(\gamma^c)^2=\eta^{cc}$. What remains is the product over the symmetric difference $A\triangle B$, the indices lying in one of the two sets but not in both:

$$\Gamma_A\Gamma_B=s(A,B)\,\Gamma_{A\triangle B},\qquad s(A,B)=(-1)^{\#\{(a,b):\,a>b\}}\prod_{c\in A\cap B}\eta^{cc}.$$

To exchange the two factors, carry every $\gamma^b$ through every $\gamma^a$. Of the $|A||B|$ pairs, the $|A\cap B|$ pairs with equal indices commute, and the others anticommute:

$$\Gamma_A\Gamma_B=(-1)^{|A||B|-|A\cap B|}\,\Gamma_B\Gamma_A .$$

The set $\{\pm\Gamma_A\}$ is therefore closed under multiplication. Since $\Gamma_A^2=\pm1$, each inverse is $\Gamma_A^{-1}=\pm\Gamma_A$, also in the set. The element $-1=(\gamma^1)^2$ belongs to $G$, so both signs occur, and $G=\{\pm\Gamma_A\}$. There are $2^4=16$ subsets, so $G$ has at most $32$ elements.

The multiplication rule used nothing but the anticommutators. This will matter when two different sets of $\gamma$'s are compared.

## (b) The order of the group

**Are any of the $\pm\Gamma_A$ equal to each other? Find the order of $G$.**

*Solution.* First show that for $A\neq\emptyset$ some single $\gamma^b$ anticommutes with $\Gamma_A$. With $B=\{b\}$ the exchange sign is $(-1)^{|A|-1}$ if $b\in A$, and $(-1)^{|A|}$ if $b\notin A$. There are two cases:

- If $|A|$ is even, take $b\in A$.
- If $|A|$ is odd, take $b\notin A$. Such a $b$ exists because $|A|$ is then 1 or 3, less than 4.

Hence $\Gamma_A=-\gamma^b\Gamma_A(\gamma^b)^{-1}$. Taking the trace, and using its cyclic property, gives $\mathrm{tr}\,\Gamma_A=-\mathrm{tr}\,\Gamma_A$, so

$$\mathrm{tr}\,\Gamma_A=0\quad(A\ne\emptyset),\qquad \mathrm{tr}\,\Gamma_\emptyset=4 .$$

Suppose $\Gamma_A=\pm\Gamma_B$ with $A\neq B$. Multiplying by $\Gamma_B^{-1}$ gives $\Gamma_{A\triangle B}=\pm1$, whose trace is $\pm4$. This contradicts the vanishing trace. Also $\Gamma_A\neq-\Gamma_A$, because $\Gamma_A$ is invertible. All the elements differ, and

$$|G|=2\cdot16=32 .$$

The same traces show more. If $\sum_A c_A\Gamma_A=0$, multiply by $\Gamma_B^{-1}$ and take the trace. Only the term $A=B$ survives, and $4c_B=0$. The sixteen $\Gamma_A$ are linearly independent and so form a basis of all $4\times4$ matrices.

The order depends on admitting no extra phases. If $i$ were adjoined as a further generator, the elements would be $i^k\Gamma_A$, and independence would give $4\cdot16=64$ of them.

## (c) Conjugacy classes

**Find the conjugacy classes of $G$ and its commutator subgroup.**

*Solution.* By the exchange rule, $\Gamma_B\Gamma_A\Gamma_B^{-1}=\pm\Gamma_A$. Conjugation can change the sign of an element and nothing else. The elements $1$ and $-1$ commute with everything, so each is a class by itself. For $A\neq\emptyset$, part (b) supplies a $\gamma^b$ that reverses the sign, so $\{\Gamma_A,-\Gamma_A\}$ is one class. The count is

$$2+15=17\ \text{classes},\qquad 2\cdot1+15\cdot2=32\ \text{elements}.$$

A commutator $ghg^{-1}h^{-1}$ equals $+1$ if $g$ and $h$ commute and $-1$ if they anticommute. Both cases occur, so the commutator subgroup is $\{1,-1\}$.

Each $\Gamma_A$ with $A\ne\emptyset$ anticommutes with 8 of the sixteen $\Gamma_B$. To see this, take the $\gamma^b$ that anticommutes with $\Gamma_A$, and pair each subset $B$ with the subset obtained by adding or removing $b$. The two products differ by a factor $\pm\gamma^b$, so one member of each pair commutes with $\Gamma_A$ and the other anticommutes.

## (d) The facts needed from character theory

**For a finite group, prove that characters of irreducible representations are orthonormal, that the squares of the dimensions add up to the order, and that there are as many irreducible representations as classes.**

*Solution.* Let $D$ be a representation. The inner product $\sum_g\langle D(g)u,D(g)v\rangle$ is unchanged when $D(h)$ acts on both vectors, since this merely relabels the sum. In a basis orthonormal for it, $D$ is unitary. The orthogonal complement of an invariant subspace is then invariant, so $D$ splits into irreducible parts.

*Schur's lemma.* Let $TD(g)=D'(g)T$ for all $g$, with $D$ and $D'$ irreducible. The kernel and image of $T$ are invariant subspaces, so $T$ is zero or invertible. If $D'=D$, let $\lambda$ be an eigenvalue of $T$. Then $T-\lambda1$ also commutes with $D$ and is not invertible, so it vanishes and $T=\lambda1$.

*Orthogonality.* For any matrix $X$ put $T_X=\sum_gD'(g)XD(g^{-1})$. Relabelling the sum gives $D'(h)T_X=T_XD(h)$. If $D$ and $D'$ are inequivalent, $T_X=0$. If $D'=D$ has dimension $d$, then $T_X=\lambda1$, and the trace gives $d\lambda=|G|\,\mathrm{tr}X$. Choose $X$ with a single entry 1 in row $j$, column $k$. The $(i,l)$ entry of $T_X$ then reads

$$\sum_gD_{ij}(g)D_{kl}(g^{-1})=\frac{|G|}{d}\,\delta_{il}\delta_{jk},$$

with zero on the right for inequivalent representations. Set $j=i$, $l=k$ and sum over $i$ and $k$. With $\chi(g)=\mathrm{tr}D(g)$, and $\chi(g^{-1})=\chi(g)^*$ from unitarity,

$$\langle\chi,\chi'\rangle\equiv\frac1{|G|}\sum_g\chi(g)^*\chi'(g)=\begin{cases}1&\text{equivalent}\\0&\text{inequivalent.}\end{cases}$$

The multiplicity of an irreducible part in any representation is therefore the inner product of the two characters. If the multiplicities are $n_i$, then $\langle\chi,\chi\rangle=\sum_in_i^2$, which equals 1 precisely for an irreducible representation.

*Dimensions.* In the regular representation $G$ acts on basis vectors $e_h$ by $R(g)e_h=e_{gh}$. Its character is $|G|$ at the identity and zero elsewhere. The multiplicity of an irreducible $D_i$ in it is $d_i$, so counting dimensions gives $\sum_id_i^2=|G|$.

*Number.* Characters are constant on classes and orthonormal, so there are at most as many as classes. Let $f$ be constant on classes and orthogonal to all irreducible characters. For irreducible $D$, the matrix $F=\sum_gf(g)^*D(g)$ commutes with every $D(h)$, so $F=\lambda1$ with $d\lambda=\sum_gf(g)^*\chi(g)=0$. Hence $F=0$ in every irreducible representation, and so also in the regular one. Acting there on $e_1$ gives $\sum_gf(g)^*e_g=0$, so $f=0$. The characters span all class functions, and the two numbers are equal.

## (e) One-dimensional representations

**Find all one-dimensional representations of $G$. Can any of them represent the Clifford relations?**

*Solution.* Numbers commute, so every commutator is represented by 1. By part (c) this includes $-1\mapsto+1$. Since $(\gamma^\mu)^2=\pm1$, the number $s_\mu$ representing $\gamma^\mu$ obeys $s_\mu^2=1$, so $s_\mu=\pm1$. The representation must have the form

$$\chi_s(\pm\Gamma_A)=\prod_{a\in A}s_a .$$

Every choice of signs works: in $\chi_s(\Gamma_A)\chi_s(\Gamma_B)$ the common indices give $s_c^2=1$ and leave $\chi_s(\Gamma_{A\triangle B})$, while the sign $s(A,B)$ is represented by 1. There are $2^4=16$ such representations.

None is faithful, because $1$ and $-1$ have the same image. For the same reason none represents the Clifford relations. Anticommutation of $\gamma^0$ and $\gamma^1$ would require $s_0s_1=-s_0s_1$, which is impossible for nonzero numbers. A representation of the group gives one of the Clifford algebra when the group element $-1$ is represented by minus the unit matrix.

## (f) The remaining representations

**What other irreducible representations are there? Which four-dimensional representations are faithful?**

*Solution.* There are 17 irreducible representations in all, so $17-16=1$ remains. Its dimension $d$ follows from

$$32=16\cdot1^2+d^2\quad\Rightarrow\quad d=4 .$$

The original matrices realize it. Their character is $+4$ at $1$, $-4$ at $-1$ and zero elsewhere, so

$$\langle\chi,\chi\rangle=\frac{4^2+(-4)^2}{32}=1 .$$

They are thus irreducible, and they are faithful because $G$ was defined as a group of these matrices.

Now take any faithful four-dimensional representation, without assuming it irreducible. If it were a sum of one-dimensional parts, $-1$ would be represented by the unit matrix. It must therefore contain the four-dimensional irreducible representation, which already fills the space. Up to equivalence there is exactly one. The same argument shows that a faithful representation of $G$ needs at least four dimensions.

The dimensions can also be read from a spectrum. Give each $g$ a random complex number $c(g)$ with $c(g^{-1})=c(g)^*$, and form the $32\times32$ matrix $H_{hk}=c(h^{-1}k)$. It is Hermitian. It commutes with the regular representation, because $(gh)^{-1}(gk)=h^{-1}k$. An irreducible representation of dimension $d$ occurs $d$ times there. Choose bases in which all $d$ copies have the same matrices $D(g)$. By Schur's lemma $H$ has no block between inequivalent representations, and its block from copy $b$ to copy $a$ is a multiple $M_{ab}1$ of the $d\times d$ unit matrix. On these copies $H$ is thus $M\otimes1$ with $M$ a Hermitian $d\times d$ matrix. The $d$ eigenvalues of $M$, in general distinct, give $d$ levels, each $d$-fold degenerate. Numerical diagonalization of one such matrix gave 16 nondegenerate levels and 4 fourfold ones. These correspond to sixteen representations of dimension 1 and $4/4=1$ of dimension 4.

## (g) Two sets of gamma matrices

**Let $\gamma'^\mu$ be a second set of $4\times4$ matrices with the same anticommutators. How is it related to the first? Construct the relation between the Dirac and chiral bases.**

*Solution.* By part (a) both sets have the same multiplication table, so $\pm\Gamma_A\mapsto\pm\Gamma'_A$ is a four-dimensional representation of $G$ with $-1\mapsto-1$. It has no one-dimensional part and is equivalent to the first. There is an invertible $S$ with

$$\gamma'^\mu=S\gamma^\mu S^{-1}.$$

If $S_1$ and $S_2$ both do this, $S_2^{-1}S_1$ commutes with all $\gamma^\mu$ and is a multiple of $1$. So $S$ is unique up to a factor.

To construct it, average an arbitrary matrix $X$:

$$T=\sum_A\Gamma'_AX\,\Gamma_A^{-1}=S\sum_A\Gamma_A(S^{-1}X)\Gamma_A^{-1}=4\,\mathrm{tr}(S^{-1}X)\,S .$$

The last step uses part (d): the sum over the group is $\frac{32}{4}\mathrm{tr}(S^{-1}X)\,1$, and the sum over $A$ is half of it, since $g$ and $-g$ contribute equally. Any $X$ with $\mathrm{tr}(S^{-1}X)\neq0$ gives a valid $T$.

In $2\times2$ blocks, with Pauli matrices $\sigma_i$, the two bases share

$$\gamma^i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix},\qquad\text{and have}\quad \gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad \gamma'^0=\begin{pmatrix}0&1\\1&0\end{pmatrix}.$$

Take $X=1$. The 8 subsets without the index 0 have $\Gamma'_A=\Gamma_A$, and each contributes $1$. The 8 subsets with the index 0 have $\Gamma_A=\gamma^0\Gamma_K$ and $\Gamma'_A=\gamma'^0\Gamma_K$, and each contributes $\gamma'^0\Gamma_K\Gamma_K^{-1}(\gamma^0)^{-1}=\gamma'^0\gamma^0$. Therefore

$$T=8\,(1+\gamma'^0\gamma^0)=8\begin{pmatrix}1&-1\\1&1\end{pmatrix}.$$

Here $T^\dagger T=128\cdot1$, so division by $\sqrt{128}\approx11.314$ gives the unitary matrix

$$U=\frac1{\sqrt2}\begin{pmatrix}1&-1\\1&1\end{pmatrix},\qquad U\gamma^\mu U^\dagger=\gamma'^\mu .$$

A Dirac-basis spinor with $\gamma^0u=u$, as for a positive-energy particle at rest, has the form $(\varphi,0)$. It becomes $(\varphi,\varphi)/\sqrt2$. In the chiral basis direct multiplication gives $i\gamma'^0\gamma'^1\gamma'^2\gamma'^3=\mathrm{diag}(-1,1)$ in blocks, so this spinor has equal weight in both chiralities. The change of basis alters the components and leaves the algebra as it was.

The choice $X=1$ can fail. For $\gamma'^\mu=-\gamma^\mu$ one may take $S=\Gamma_{0123}$, which anticommutes with every $\gamma^\mu$. Its inverse is traceless, so $X=1$ gives $T=0$, while $X=S$ gives $T=16S$.

## (h) Matrices under conjugation

**Let $G$ act on the $4\times4$ matrices by $M\mapsto gMg^{-1}$. Which irreducible representations occur?**

*Solution.* On the matrix with a single entry 1 in row $j$, column $k$, the diagonal element of this action is $g_{jj}(g^{-1})_{kk}$. Summing over $j$ and $k$ gives the character $\chi(g)\chi(g^{-1})=|\chi(g)|^2$, which is 16 at $\pm1$ and zero elsewhere. Each $\chi_s$ equals 1 at $\pm1$, so its multiplicity is

$$\frac{16+16}{32}=1 .$$

All sixteen one-dimensional representations occur once, and they fill the 16 dimensions. The invariant lines are those spanned by the $\Gamma_A$, since conjugation changes each at most by a sign. Thus the one-dimensional representations, which cannot act on spinors as gamma matrices, classify the matrices placed between two spinors. This is a classification under the finite group $G$; Lorentz transformations mix different $\Gamma_A$, for instance the four $\gamma^\mu$.

## (i) An odd number of generators, and the opposite metric

**Repeat the count for the group generated by the three Pauli matrices. Then replace $\gamma^\mu$ by $i\gamma^\mu$ in the original problem. What changes?**

*Solution.* The product $\sigma_1\sigma_2\sigma_3=i\,1$ commutes with all three generators. The argument of part (b) fails here: for the full set, $|A|=3$ is odd and no index is left outside. The group consists of $\pm1,\pm i$ times $1,\sigma_1,\sigma_2,\sigma_3$, which is 16 elements. Four are central, and the other 12 form pairs $\{g,-g\}$, giving $4+6=10$ classes.

As before, the one-dimensional representations assign a sign to each generator, so there are $2^3=8$. Two representations remain, with $d_1^2+d_2^2=16-8=8$ and both dimensions at least 2, so $d_1=d_2=2$. They are generated by $\sigma_i$ and by $-\sigma_i$. The triple products are $i\,1$ and $-i\,1$, and no similarity transformation turns one multiple of the unit matrix into another. The uniqueness found in part (g) is therefore lost.

For $i\gamma^\mu$ the metric becomes $\mathrm{diag}(-1,+1,+1,+1)$. The signs $s(A,B)$ in the product rule change, but the counting in parts (a) to (f) needs only $s(A,B)=\pm1$, the exchange rule, which does not contain $\eta$, and the presence of $-1$ in the group, which $(i\gamma^0)^2=-1$ now supplies. The order is again 32, with 17 classes and the same dimensions.

The groups are nevertheless different. In the original metric the product rule gives $\Gamma_A^2=+1$ for the six sets $\emptyset,0,01,02,03,123$, so $2\cdot6=12$ elements square to 1. Replacing $\gamma^\mu$ by $i\gamma^\mu$ multiplies $\Gamma_A^2$ by $(-1)^{|A|}$. The four even sets in the list keep the square $+1$. Of the eight odd sets, the two in the list lose it and the other six gain it. That makes $4+6=10$ sets and 20 elements. An isomorphism would preserve this number, so the two groups are not isomorphic, although their irreducible representations have the same dimensions.
